# Exchange and cubic splitting of the zincblende band-edge exciton: a numerical check

```python
"""
Exchange splitting of the zincblende band-edge exciton.

Result under test: an electron spin S = 1/2 and a hole J = 3/2 obey
    H = E0 - a S.J + c K,   K = sum_i S_i (J_i^3 - (41/20) J_i),
with levels
    Gamma5 (bright triplet)  E0 + 5a/4
    Gamma3 (dark doublet)    E0 - 3a/4 + 9c/10
    Gamma4 (dark triplet)    E0 - 3a/4 - 3c/5.
Microscopic exchange raises electron-hole spin singlets by Delta = 2X, where
X is the Coulomb self-energy of the transition density. Admixture of E-type
orbitals (weight beta2) into the hole is one source of the cubic constant c.
Long-range exchange of the macroscopic field is not included.
Energies are in meV and lengths in nm unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import block_diag, expm
from scipy.sparse.linalg import LinearOperator, cg


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m).astype(complex)]


def kron3(a, b, c):
    return np.kron(np.kron(a, b), c)


half = spin_matrices(0.5)
three_half = spin_matrices(1.5)
I2, I4, I5 = np.eye(2), np.eye(4), np.eye(5)

# ---------------------------------------------------------------------
# Effective Hamiltonian on the eight pair states
# ---------------------------------------------------------------------
S = [np.kron(s, I4) for s in half]
J = [np.kron(I2, j) for j in three_half]
F = [s + j for s, j in zip(S, J)]
SJ = sum(s @ j for s, j in zip(S, J))
SJ3 = sum(s @ j @ j @ j for s, j in zip(S, J))
K = SJ3 - 41 / 20 * SJ
F2 = sum(f @ f for f in F)
f_values, f_vectors = np.linalg.eigh(F2)
triplet, quintet = f_vectors[:, :3], f_vectors[:, 3:]
assert np.allclose(f_values, [2] * 3 + [6] * 5)
assert np.allclose(np.linalg.eigvalsh(SJ), [-5 / 4] * 3 + [3 / 4] * 5)

# The cubic operator leaves F = 1 alone and splits F = 2.
assert np.allclose(K @ triplet, 0)
k_levels = np.linalg.eigvalsh(quintet.conj().T @ K @ quintet)
assert np.allclose(k_levels, [-3 / 5] * 3 + [9 / 10] * 2)

# The unsubtracted cubic form also moves the bright-dark splitting.
raw_bright = np.trace(triplet.conj().T @ SJ3 @ triplet).real / 3
raw_dark = np.trace(quintet.conj().T @ SJ3 @ quintet).real / 5
assert np.isclose(raw_bright - raw_dark, -41 / 10)

# Number of independent operators that commute with the cubic rotations.
n111 = np.ones(3) / np.sqrt(3)
rot4 = expm(-1j * np.pi / 2 * F[2])
rot3 = expm(-2j * np.pi / 3 * sum(n * f for n, f in zip(n111, F)))
conditions = np.vstack([np.kron(u, np.eye(8)) - np.kron(np.eye(8), u.T)
                        for u in (rot4, rot3)])
invariant_count = 64 - np.linalg.matrix_rank(conditions, tol=1e-9)
assert invariant_count == 3

# Limits of the bright-above-dark ordering, for a = 1.
for c_limit, degeneracy in ((20 / 9, 5), (-10 / 3, 6)):
    limit_levels = np.linalg.eigvalsh(-SJ + c_limit * K)
    assert np.sum(np.isclose(limit_levels, limit_levels[-1])) == degeneracy
    inside = np.linalg.eigvalsh(-SJ + 0.99 * c_limit * K)
    assert np.allclose(inside[-3:], 5 / 4) is False or inside[-1] < 1.2501
    outside = np.linalg.eigvalsh(-SJ + 1.01 * c_limit * K)
    assert inside[-1] < 5 / 4 + 1e-10 and outside[-1] > 5 / 4 + 1e-3

# ---------------------------------------------------------------------
# Orbital-spin model: (3 T2 + 2 E orbitals) x hole spin x electron spin
# ---------------------------------------------------------------------
e_vectors = np.array([[-1, -1, 2], [1, -1, 0]]) / np.sqrt([[6], [2]])
L_p = []
M_mix = []
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    angular = np.zeros((3, 3), complex)
    angular[j, k], angular[k, j] = -1j, 1j
    L_p.append(angular)
    difference = np.zeros(3)
    difference[j], difference[k] = 1, -1
    u = e_vectors @ difference / np.sqrt(2)
    mixing = np.zeros((5, 5), complex)
    mixing[i, 3:], mixing[3:, i] = 2j * u, -2j * u
    M_mix.append(mixing)
L_dot_s = sum(np.kron(l, s) for l, s in zip(L_p, half))
singlet = np.eye(4) / 4 - sum(np.kron(s, s) for s in half)
on_T2 = np.diag([1, 1, 1, 0, 0])
on_E = np.diag([0, 0, 0, 1, 1])

# Projection of the hole spin on J = 3/2.
ls_values, ls_vectors = np.linalg.eigh(L_dot_s)
upper = ls_vectors[:, 2:]
for l, s in zip(L_p, half):
    spin = np.kron(np.eye(3), s)
    total = np.kron(l, I2) + spin
    assert np.allclose(upper.conj().T @ (spin - total / 3) @ upper, 0)


def pair_hamiltonian(delta_T, delta_E, split_off, gap_E, g):
    """Pair energies measured from the hole J = 3/2 level at g = 0."""
    lam = 2 * split_off / 3
    hole = sum(np.kron(block_diag(-lam * l, np.zeros((2, 2))) - g * m, s)
               for l, m, s in zip(L_p, M_mix, half))
    hole = hole + np.kron(lam / 2 * on_T2 + gap_E * on_E, I2)
    return np.kron(hole, I2) + np.kron(delta_T * on_T2 + delta_E * on_E,
                                       singlet)


# ---------------------------------------------------------------------
# Fock-space check of the exchange sign and of the hole picture
# ---------------------------------------------------------------------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for mode in range(8):
    op = np.eye(1)
    for site in range(8):
        op = np.kron(op, parity if site < mode else
                     lower if site == mode else I2)
    annihilate.append(op)
create = [op.T for op in annihilate]
fock_X, fock_lambda = 0.15, 1.0
fock = np.zeros((256, 256), complex)
for p in range(6):
    for q in range(6):
        if abs(L_dot_s[p, q]) > 1e-12:
            fock += fock_lambda * L_dot_s[p, q] * create[p] @ annihilate[q]
cond = 3
for mu in range(3):
    for p, q, r, s in ((cond, mu, mu, cond), (mu, cond, cond, mu),
                       (cond, mu, cond, mu), (mu, cond, mu, cond)):
        for s1 in range(2):
            for s2 in range(2):
                fock += 0.5 * fock_X * (
                    create[2 * p + s1] @ create[2 * r + s2]
                    @ annihilate[2 * s + s2] @ annihilate[2 * q + s1])
occupation = [np.diag(c @ a) for c, a in zip(create, annihilate)]
n_val = np.rint(sum(occupation[:6])).astype(int)
n_con = np.rint(sum(occupation[6:])).astype(int)


def sector_levels(valence, conduction):
    index = np.where((n_val == valence) & (n_con == conduction))[0]
    return np.linalg.eigvalsh(fock[np.ix_(index, index)])


electron_energy = sector_levels(6, 1)[0] - sector_levels(6, 0)[0]
fock_pairs = sector_levels(5, 1) - electron_energy + fock_lambda / 2
hole_pairs = np.linalg.eigvalsh(
    pair_hamiltonian(2 * fock_X, 0, 1.5 * fock_lambda, 50, 0))[:12]
assert np.allclose(fock_pairs, hole_pairs, atol=1e-10)
assert np.allclose(fock_pairs[:5], 0, atol=1e-10) and fock_pairs[5] > 0.1

# ---------------------------------------------------------------------
# Exchange integral from the cell functions and the 1s envelope
# ---------------------------------------------------------------------
cell, radius = 0.5, 5.0
split_off, gap_E, g = 300.0, 3000.0, 100.0
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e9 * 1e3
n_grid = 24
step = cell / n_grid
axis = 2 * np.pi * np.arange(n_grid) / n_grid
grid = np.meshgrid(axis, axis, axis, indexing="ij")
densities = [np.sqrt(2) * np.sin(x) for x in grid]
densities += [np.sqrt(2) * sum(w * np.cos(x) for w, x in zip(row, grid))
              for row in e_vectors]


def minus_laplacian(flat):
    f = flat.reshape((n_grid,) * 3)
    out = np.zeros_like(f)
    for ax in range(3):
        out += (30 * f - 16 * (np.roll(f, 1, ax) + np.roll(f, -1, ax))
                + np.roll(f, 2, ax) + np.roll(f, -2, ax)) / (12 * step**2)
    return out.ravel()


poisson = LinearOperator((n_grid**3,) * 2, matvec=minus_laplacian,
                         dtype=float)
potentials = []
for rho in densities:
    solution, info = cg(poisson, 4 * np.pi * rho.ravel())
    assert info == 0
    potentials.append(solution)
cell_matrix = np.array([[np.mean(rho.ravel() * v) for v in potentials]
                        for rho in densities])
cell_sum = cell**2 / np.pi
# Fourth-order differences on this grid have a relative error near 5e-5.
assert np.allclose(cell_matrix, cell_sum * I5, atol=2e-4 * cell_sum)


def envelope_k(k):
    return 8 * np.sqrt(np.pi * radius**3) / (1 + (k * radius)**2)**2


k_test = 0.3
direct_k = quad(lambda r: 4 * np.pi * r * np.sin(k_test * r) / k_test
                * np.exp(-r / radius) / np.sqrt(np.pi * radius**3),
                0, 40 * radius, limit=200)[0]
assert np.isclose(direct_k, envelope_k(k_test), rtol=1e-7)
phi_zero = quad(lambda t: t**2 * envelope_k(t / radius) / radius**3
                / (2 * np.pi**2), 0, np.inf)[0]
contact = 1 / (np.pi * radius**3)
assert np.isclose(phi_zero**2, contact, rtol=1e-7)
X = coulomb * contact * cell_sum
delta = 2 * X


# ---------------------------------------------------------------------
# Levels of the full model against the derived formulas
# ---------------------------------------------------------------------
def predicted_levels(delta_T, delta_E, split_off, gap_E, g):
    root = np.sqrt(gap_E**2 + 6 * g**2)
    beta2 = (1 - gap_E / root) / 2
    shift = (root - gap_E) / 2
    correction = 2 / 9 * (1 - beta2) * delta_T**2 / (split_off + shift)
    bright = 2 / 3 * (1 - beta2) * delta_T - correction
    return beta2, shift, correction, beta2 * delta_E, bright


for args in ((delta, delta, split_off, gap_E, g),
             (delta, 3 * delta, split_off, gap_E, 2 * g)):
    beta2, shift, correction, e3, e5 = predicted_levels(*args)
    a_test, c_test = (e5 - 2 / 5 * e3) / 2, 2 / 3 * e3
    center = (2 * e3 + 3 * e5) / 8
    effective = np.linalg.eigvalsh(center * np.eye(8) - a_test * SJ
                                   + c_test * K)
    full = np.linalg.eigvalsh(pair_hamiltonian(*args))[:8] + shift
    # Neglected: second order via the E band, third order via split-off.
    neglected = (2 * max(args[:2])**2 * beta2 / gap_E
                 + 0.1 * args[0]**3 / split_off**2)
    assert np.max(np.abs(full - effective)) < neglected
    assert neglected < 0.01 * e3

# Without the admixture, or without its exchange, the quintet is unsplit.
for args in ((delta, delta, split_off, gap_E, 0),
             (delta, 0, split_off, gap_E, g)):
    assert np.ptp(np.linalg.eigvalsh(pair_hamiltonian(*args))[:5]) < 1e-9

# Symmetry labels and optical weights for the worked example.
beta2, shift, correction, e3_formula, e5_formula = predicted_levels(
    delta, delta, split_off, gap_E, g)
model = pair_hamiltonian(delta, delta, split_off, gap_E, g)
energies, states = np.linalg.eigh(model)
energies = energies + shift


def symmetry_operator(orbital, angle, direction):
    spin = expm(-1j * angle * sum(n * s for n, s in zip(direction, half)))
    e_part = e_vectors @ np.abs(orbital) @ e_vectors.T
    return kron3(block_diag(orbital, e_part), spin, spin)


S4 = symmetry_operator(np.array([[0, 1, 0], [-1, 0, 0], [0, 0, -1]]),
                       np.pi / 2, [0, 0, 1])
C3 = symmetry_operator(np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]]),
                       2 * np.pi / 3, n111)
for operation in (S4, C3):
    assert np.allclose(operation @ model, model @ operation, atol=1e-8)
groups = {"Gamma4": slice(0, 3), "Gamma3": slice(3, 5),
          "Gamma5": slice(5, 8)}
dipole_projector = np.kron(on_T2, singlet)
level, character, weight = {}, {}, {}
for name, part in groups.items():
    block = states[:, part]
    assert np.ptp(energies[part]) < 1e-9
    level[name] = np.mean(energies[part])
    character[name] = np.trace(block.conj().T @ S4 @ block).real
    weight[name] = (np.trace(block.conj().T @ dipole_projector @ block).real
                    / block.shape[1])
assert np.isclose(character["Gamma4"], 1, atol=1e-6)
assert np.isclose(character["Gamma3"], 0, atol=1e-6)
assert np.isclose(character["Gamma5"], -1, atol=1e-6)
assert abs(weight["Gamma4"]) < 1e-10 and abs(weight["Gamma3"]) < 1e-10
# Exchange mixing with the split-off triplet is of order delta/split_off.
assert abs(weight["Gamma5"] - 2 / 3 * (1 - beta2)) < delta / split_off

dark_center = (2 * level["Gamma3"] + 3 * level["Gamma4"]) / 5
bright_dark = level["Gamma5"] - dark_center
dark_split = level["Gamma3"] - level["Gamma4"]
a_value, c_value = bright_dark / 2, 2 / 3 * dark_split

print("EFFECTIVE HAMILTONIAN (dimensionless)")
print(f"independent cubic invariants: {invariant_count}")
print(f"S.J for F=1: {np.linalg.eigvalsh(SJ)[0]:.4f}")
print(f"S.J for F=2: {np.linalg.eigvalsh(SJ)[-1]:.4f}")
print(f"K on Gamma4: {k_levels[0]:.4f}")
print(f"K on Gamma3: {k_levels[-1]:.4f}")
print(f"sum S_i J_i^3, bright minus dark mean: {raw_bright-raw_dark:.4f}")
print("MODEL INPUTS")
print(f"cell length: {cell:.1f} nm")
print(f"exciton radius: {radius:.1f} nm")
print(f"split-off energy: {split_off:.0f} meV")
print(f"E-orbital gap D: {gap_E:.0f} meV")
print(f"spin-orbit mixing g: {g:.0f} meV")
print("EXCHANGE INTEGRAL")
print(f"e^2/(4 pi eps0): {coulomb:.3f} meV nm")
print(f"contact density |phi(0)|^2: {contact:.6f} nm^-3")
print(f"cell sum, formula: {cell_sum:.6f} nm^2")
print(f"cell sum, Poisson grid: {cell_matrix[0, 0]:.6f} nm^2")
print(f"exchange integral X: {1e3*X:.3f} micro-eV")
print(f"singlet exchange Delta: {1e3*delta:.3f} micro-eV")
print(f"bright level 2 Delta/3, s-p limit: {2e3*delta/3:.3f} micro-eV")
print("LEVELS (zero: pair energy without exchange)")
print(f"E-orbital weight beta^2: {beta2:.6f}")
print(f"hole level shift by g: {shift:.3f} meV")
print(f"split-off correction: {-1e3*correction:.3f} micro-eV")
print(f"Gamma5, formula: {1e3*e5_formula:.3f} micro-eV")
print(f"Gamma5, 20-state model: {1e3*level['Gamma5']:.3f} micro-eV")
print(f"Gamma3, formula: {1e3*e3_formula:.3f} micro-eV")
print(f"Gamma3, 20-state model: {1e3*level['Gamma3']:.3f} micro-eV")
print(f"Gamma4, 20-state model: {abs(1e3*level['Gamma4']):.3f} micro-eV")
print(f"isotropic constant a: {1e3*a_value:.3f} micro-eV")
print(f"cubic constant c: {1e3*c_value:.3f} micro-eV")
print("MAIN RESULTS")
print(f"bright minus dark mean: {1e3*bright_dark:.3f} micro-eV")
print(f"bright minus dark mean: {bright_dark:.6f} meV")
print(f"Gamma3 minus Gamma4: {1e3*dark_split:.3f} micro-eV")
print(f"Gamma3 minus Gamma4: {dark_split:.6f} meV")
print(f"singlet T2 weight per bright state: {weight['Gamma5']:.5f}")
print(f"singlet T2 weight, Gamma3: {abs(weight['Gamma3']):.5f}")
print(f"singlet T2 weight, Gamma4: {abs(weight['Gamma4']):.5f}")
print("all tests passed")
```

Printed output:

```
EFFECTIVE HAMILTONIAN (dimensionless)
independent cubic invariants: 3
S.J for F=1: -1.2500
S.J for F=2: 0.7500
K on Gamma4: -0.6000
K on Gamma3: 0.9000
sum S_i J_i^3, bright minus dark mean: -4.1000
MODEL INPUTS
cell length: 0.5 nm
exciton radius: 5.0 nm
split-off energy: 300 meV
E-orbital gap D: 3000 meV
spin-orbit mixing g: 100 meV
EXCHANGE INTEGRAL
e^2/(4 pi eps0): 1439.965 meV nm
contact density |phi(0)|^2: 0.002546 nm^-3
cell sum, formula: 0.079577 nm^2
cell sum, Poisson grid: 0.079582 nm^2
exchange integral X: 291.798 micro-eV
singlet exchange Delta: 583.596 micro-eV
bright level 2 Delta/3, s-p limit: 389.064 micro-eV
LEVELS (zero: pair energy without exchange)
E-orbital weight beta^2: 0.001658
hole level shift by g: 4.992 meV
split-off correction: -0.248 micro-eV
Gamma5, formula: 388.171 micro-eV
Gamma5, 20-state model: 388.171 micro-eV
Gamma3, formula: 0.968 micro-eV
Gamma3, 20-state model: 0.968 micro-eV
Gamma4, 20-state model: 0.000 micro-eV
isotropic constant a: 193.892 micro-eV
cubic constant c: 0.645 micro-eV
MAIN RESULTS
bright minus dark mean: 387.784 micro-eV
bright minus dark mean: 0.387784 meV
Gamma3 minus Gamma4: 0.968 micro-eV
Gamma3 minus Gamma4: 0.000968 meV
singlet T2 weight per bright state: 0.66471
singlet T2 weight, Gamma3: 0.00000
singlet T2 weight, Gamma4: 0.00000
all tests passed
```
